\section*{Why Interface Conductance Growing Past Its Elastic Limit Suggests Inelastic Phonon Transmission}

\section{The question}

Two dielectric solids are joined at a flat interface. One has a low phonon cutoff frequency, the other a high one. The thermal conductance of the interface is measured, or simulated, at temperatures well above the Debye temperature of the first solid, and it keeps rising roughly linearly with temperature. Why does this rise point to phonons that change frequency at the interface, when a better model of the elastic mismatch might seem able to explain it?

\section{What an elastic interface can do}

In elastic transmission a phonon arrives with frequency $\omega$ and leaves with the same $\omega$. Transmission then requires propagating modes at that frequency on both sides. If $\omega_c$ is the lower of the two solids' top frequencies, nothing crosses above $\omega_c$. This cutoff, and not softness as such, sets the temperature scale
\begin{equation}
\Theta=\frac{\hbar\omega_c}{k_B}.
\end{equation}
Heavy atoms lower the cutoff as weak springs do. A Debye temperature may replace $\Theta$ if it represents the true top of the spectrum, optical branches included.

Heating the solids far above $\Theta$ opens no new elastic channel. It only raises the energy in channels already open. A classical mode holds energy $k_BT$, so the energy difference between equal modes on the two sides is $k_B\Delta T$, whatever the mean temperature. The heat flux per kelvin of difference is then constant.

To make this quantitative, let each solid act as a reservoir emitting phonons with the Bose occupation $n(\omega,T)=1/(e^x-1)$, where $x=\hbar\omega/k_BT$. The conductance $G$ is the net heat flux per area divided by the small temperature difference between the reservoirs. The net flux from side $s$ to side $h$ is
\begin{equation}
q=\int_0^{\omega_c}\hbar\omega\,
\left[W_{sh}(\omega)\,n(\omega,T_s)-W_{hs}(\omega)\,n(\omega,T_h)\right]d\omega .
\end{equation}
Each non-negative $W$ combines the number of incident modes, their speed toward the interface and their transmission probability. At equal temperatures detailed balance requires zero net flux at each frequency, so $W_{sh}=W_{hs}=W$. I assume that $W$ does not depend on temperature.

Differentiation of the occupation gives
\begin{equation}
\hbar\omega\frac{\partial n}{\partial T}
=\hbar\omega\,\frac{e^x}{(e^x-1)^2}\,\frac{x}{T}
=k_B\frac{x^2e^x}{(e^x-1)^2}.
\end{equation}
Since $(e^x-1)^2=4e^x\sinh^2(x/2)$,
\begin{equation}
G(T)=k_B\int_0^{\omega_c}W(\omega)E(x)\,d\omega,\qquad
E(x)=\left[\frac{x/2}{\sinh(x/2)}\right]^2 .
\label{eq:elastic}
\end{equation}
The factor $E$ is the heat capacity of one mode in units of $k_B$. It tends to 1 as $x\to0$, so the plateau is
\begin{equation}
G_\infty=k_B\int_0^{\omega_c}W(\omega)\,d\omega .
\end{equation}
The mismatch model determines $W$, and hence the height of the plateau. It cannot remove the plateau.

\section{How much elastic growth is possible?}

Saturation is gradual, so some growth above $\Theta$ is compatible with elastic transport. Its largest size follows without choosing a mismatch model. For $T_2>T_1$, define
\begin{equation}
r(\omega)=\frac{E(\hbar\omega/k_BT_2)}{E(\hbar\omega/k_BT_1)},
\end{equation}
the growth of the contribution from frequency $\omega$. From $\ln E=2\ln(x/2)-2\ln\sinh(x/2)$,
\begin{equation}
\frac{d\ln E}{d\ln x}=2-x\coth\frac{x}{2}.
\end{equation}
This slope decreases with $x$, because
\begin{align}
\frac{d}{dx}\left(x\coth\frac{x}{2}\right)
&=\coth\frac{x}{2}-\frac{x}{2\sinh^2(x/2)}\nonumber\\
&=\frac{\sinh x-x}{2\sinh^2(x/2)}>0 .
\end{align}
The second line uses $\sinh(x/2)\cosh(x/2)=\tfrac12\sinh x$. With $x_i=\hbar\omega/k_BT_i$ we have $x_2<x_1$, and therefore
\begin{equation}
\frac{d\ln r}{d\ln\omega}
=x_1\coth\frac{x_1}{2}-x_2\coth\frac{x_2}{2}>0 .
\end{equation}
The highest transmitted frequency has the largest growth, so $r(\omega)\le r(\omega_c)$. Inserting this in Eq.~(\ref{eq:elastic}),
\begin{align}
G(T_2)&=k_B\int_0^{\omega_c}W(\omega)\,r(\omega)\,E(x_1)\,d\omega
\le r(\omega_c)\,G(T_1),\nonumber\\
\frac{G(T_2)}{G(T_1)}&\le\frac{E(\Theta/T_2)}{E(\Theta/T_1)} .
\label{eq:bound}
\end{align}
Roughness, bonding strength and angle dependence can reshape $W$, but as long as $W$ is fixed they cannot beat this bound.

Letting $T_2\to\infty$ gives $G(T)\ge E(\Theta/T)\,G_\infty$. At $T=\Theta$ the conductance is at least $E(1)=0.921$ of its plateau, and all further heating can raise it by a factor of at most $1/0.921=1.086$. When both temperatures are well above $\Theta$, the expansion $E=1-x^2/12+\cdots$ gives
\begin{equation}
\frac{G(T_2)}{G(T_1)}\lesssim
1+\frac{\Theta^2}{12}\left(\frac1{T_1^2}-\frac1{T_2^2}\right).
\end{equation}
The permitted growth dies out as $1/T_1^2$, while the classical three-phonon channel derived below grows as $T$.

\section{The plateau of a diffuse interface}

The diffuse mismatch model supplies a definite $W$. Give each solid three branches with a single speed $v_i$ and a Debye cutoff, with $\omega_s<\omega_h$. The heat emitted by the soft side toward the interface and transmitted is
\begin{equation}
q_s=3\int\frac{d^3k}{(2\pi)^3}\,v_s\cos\theta\;\hbar\omega\,n\,\tau_{sh},
\end{equation}
taken over wavevectors directed toward the interface. With $d^3k=2\pi k^2dk\,d(\cos\theta)$, the angular integral $\int_0^1\cos\theta\,d(\cos\theta)$ equals $1/2$. Setting $k=\omega/v_s$ turns $v_sk^2dk$ into $\omega^2d\omega/v_s^2$, so that
\begin{equation}
W(\omega)=\frac{3\omega^2}{8\pi^2v_s^2}\,\tau_{sh},\qquad \omega<\omega_s .
\end{equation}

A diffuse interface erases the memory of where a phonon came from. The probability of ending in the hard solid is the same for phonons from either side, which means $\tau_{sh}=1-\tau_{hs}$. Detailed balance adds $\tau_{sh}/v_s^2=\tau_{hs}/v_h^2$. Eliminating $\tau_{hs}$,
\begin{equation}
\frac{\tau_{sh}}{v_s^2}=\frac{1-\tau_{sh}}{v_h^2}
\quad\Rightarrow\quad
\tau_{sh}=\frac{v_h^{-2}}{v_s^{-2}+v_h^{-2}}
=\frac{v_s^2}{v_s^2+v_h^2}.
\end{equation}
For number density $n_s$, the Debye cutoff satisfies $\omega_s^3=6\pi^2n_sv_s^3$. Integration of $W$ gives
\begin{equation}
G_\infty=\frac{k_B\tau_{sh}\,\omega_s^3}{8\pi^2v_s^2}
=\frac34\,n_sk_Bv_s\tau_{sh}.
\end{equation}

Two limits show where growth is ordinary. At high temperature, averaging $x^2$ with the normalized weight $3\omega^2/\omega_s^3$ gives $\tfrac35(\Theta/T)^2$, hence
\begin{equation}
\frac{G}{G_\infty}\simeq1-\frac1{20}\left(\frac{\Theta}{T}\right)^2 .
\end{equation}
At $T\ll\Theta$ the upper limit of the integral over $x$ may be taken to infinity:
\begin{equation}
\frac{G}{G_\infty}\simeq3\left(\frac T\Theta\right)^3
\int_0^\infty\frac{x^4e^x}{(e^x-1)^2}\,dx
=\frac{4\pi^4}{5}\left(\frac T\Theta\right)^3 ,
\end{equation}
since the integral is $4\pi^4/15$. Strong growth in this regime is the thermal population of elastic channels and says nothing about inelastic ones.

Could a better-matched interface avoid the plateau? In this two-speed model, no elastic process can transmit more than the side with fewer incident modes supplies. For $v_h>v_s$ that is the hard side, and setting its transmission to one below $\omega_s$ gives
\begin{equation}
G_{\max}=\frac{k_B\omega_s^3}{8\pi^2v_h^2}.
\end{equation}
This ceiling is itself independent of temperature.

\section{Why an inelastic channel keeps growing}

An anharmonic bond at the interface removes the frequency restriction. Its cubic potential energy contains terms in which two soft-side phonons vanish and one hard-side phonon appears, with
\begin{equation}
\omega_3=\omega_1+\omega_2 .
\end{equation}
The new phonon may lie above $\omega_s$, where elastic transmission is impossible. Annihilating a phonon brings a factor $n$ into the thermally averaged rate, and creating one brings $n+1$. To lowest order in the coupling, the forward rate minus the reverse rate is
\begin{equation}
R=A\left[n_1n_2(n_3+1)-(n_1+1)(n_2+1)n_3\right],
\end{equation}
where $A$ holds the squared coupling and the density of final states, taken as independent of temperature.

Let the soft side be at $T+\delta T$ and the hard side at $T$. Because $n/(n+1)=e^{-x}$ for each mode, the bracket can be factored:
\begin{align}
\frac RA&=(n_1+1)(n_2+1)(n_3+1)
\left[e^{-\hbar\omega_3/k_B(T+\delta T)}-e^{-\hbar\omega_3/k_BT}\right]\nonumber\\
&\simeq(n_1+1)(n_2+1)(n_3+1)\,e^{-x_3}x_3\frac{\delta T}{T}\nonumber\\
&=(n_1+1)(n_2+1)\,n_3\,x_3\frac{\delta T}{T}.
\end{align}
Here $x_i=\hbar\omega_i/k_BT$. Each event carries energy $\hbar\omega_3$ across, and $\hbar\omega_3x_3/T=k_Bx_3^2$. The conductance of the channel is $G_{\rm in}=Ak_BS(T)$, with
\begin{equation}
S=x_3^2(n_1+1)(n_2+1)n_3 .
\end{equation}
Now write $n_i+1=e^{x_i/2}/[2\sinh(x_i/2)]$ and $n_i=e^{-x_i/2}/[2\sinh(x_i/2)]$. The exponentials cancel because $x_3=x_1+x_2$, leaving
\begin{equation}
S(T)=\frac{x_3^2}{8\sinh(x_1/2)\sinh(x_2/2)\sinh(x_3/2)} .
\label{eq:S}
\end{equation}
At high temperature, $\sinh u\simeq u(1+u^2/6)$ gives
\begin{equation}
S\simeq\frac{x_3}{x_1x_2}\left[1-\frac{x_1^2+x_2^2+x_3^2}{24}\right],
\qquad
\frac{x_3}{x_1x_2}=\frac{k_BT}{\hbar}\,\frac{\omega_3}{\omega_1\omega_2}.
\label{eq:Shigh}
\end{equation}
The leading term is linear in $T$. An elastic channel responds to a difference of single occupations; this one responds to a difference of products, and retains one extra large occupation number.

This calculation gives the new channel alone. The same anharmonicity can also alter the elastic transmission, so the sign of the total temperature dependence is not settled by Eq.~(\ref{eq:S}). A flat total conductance therefore does not exclude inelastic transport.

\section{The same growth without quanta}

Classical mechanics shows the cause directly. Take units with unit masses and $k_B=1$. Oscillator 1 has frequency $\omega$, oscillator 3 has frequency $2\omega$, each has friction $\gamma\ll\omega$ with its own heat bath, and their coupling energy is $\lambda q_1^2q_3/2$. A quartic term $\lambda^2q_1^4/(8\omega_3^2)$, with $\omega_3=2\omega$, keeps the potential bounded below.

Oscillator 3 feels the force $f=-\lambda q_1^2/2$. Squaring a vibration at $\omega$ produces a component at $2\omega$, which is resonant. For Gaussian motion at temperature $T_1$, the fluctuating part of the force has the correlation
\begin{align}
\langle f(t)f(0)\rangle_{\rm fl}&=\frac{\lambda^2}{2}\,C_1(t)^2,\qquad
C_1(t)\simeq\frac{T_1}{\omega^2}\,e^{-\gamma t/2}\cos\omega t,\nonumber\\
\langle f(t)f(0)\rangle_{\rm fl}&\simeq\frac{\lambda^2T_1^2}{4\omega^4}\,
e^{-\gamma t}(1+\cos2\omega t).
\end{align}
The velocity of oscillator 3 responds to an impulse as $e^{-\gamma t/2}\cos2\omega t$. The mean absorbed power is the time integral of the product. Keeping the resonant part, in which $\cos^2 2\omega t$ averages to $1/2$,
\begin{equation}
P_{\rm abs}=\frac{\lambda^2T_1^2}{4\omega^4}
\int_0^\infty\frac12e^{-3\gamma t/2}\,dt
=\frac{\lambda^2T_1^2}{12\gamma\omega^4}.
\end{equation}
The back-action arises because $q_3$ perturbs $q_1$ by an amount proportional to $\lambda q_1q_3$. Its mean power is proportional to $\lambda^2\langle q_1^2\rangle\langle q_3^2\rangle$, hence to $T_1T_3$. The net flow must vanish at $T_1=T_3$, which fixes the coefficient:
\begin{equation}
J=\frac{\lambda^2}{12\gamma\omega^4}\,T_1(T_1-T_3).
\label{eq:J}
\end{equation}
The conductance is proportional to temperature because the driving force is quadratic in the amplitude.

For $\omega=1$, $\gamma=0.1$ and $\lambda=0.05$ the prefactor is $0.0025/1.2=0.002083$. Heat balance with the baths gives $T_1=T_{1,\rm bath}-J/\gamma$ and $T_3=T_{3,\rm bath}+J/\gamma$. With baths at 1.5 and 0.5, the solution is $J=0.00289$, since
\begin{equation}
0.002083\times1.471\times(1.471-0.529)\simeq0.00289 .
\end{equation}
Stochastic simulation gives a conductance of $0.00277\pm0.00004$, about 4\% below this estimate. With both bath temperatures doubled it gives $0.00495\pm0.00006$, about 8\% below the estimate of 0.00538. The uncertainties are standard errors of a run at a single time step of 0.1. The stationary Fokker--Planck equation of the same model, which has no sampling or time-step error, gives 0.002805 and 0.005102, so the model's own shortfalls are about 3\% and 5\%; the simulated values lie a further 1\% and 3\% lower. Extra line broadening by the coupling is a plausible cause of the model's shortfall, but this is a conjecture.

The simulated conductance grows by a factor of 1.79, and the Fokker--Planck value by 1.82; a further doubling of the bath temperatures gives only 1.71, so the linear law holds only while the coupling stays weak. Equation~(\ref{eq:J}) would give 2 if the oscillators stayed at their bath temperatures; heat balance lowers the weak-coupling value to $0.00538/0.00289=1.86$.

A harmonic classical chain is the control. Its heavy and light halves have equal springs, so the lower cutoff comes from mass alone. Its conductance is 0.05905 in reduced units, both from the velocity covariances and from the transmission integral, and stays at that value when the bath temperatures are doubled. A fraction $4\times10^{-5}$ of the integrated transmission lies above the heavy half's cutoff, where waves can still tunnel through a finite segment.

\section{From the formulas to a diagnosis}

Take two model solids with
\begin{align}
v_s&=1200~\mathrm{m/s},&n_s&=3\times10^{28}~\mathrm{m^{-3}},\nonumber\\
v_h&=6000~\mathrm{m/s},&n_h&=10^{29}~\mathrm{m^{-3}}.
\end{align}
Their Debye temperatures are 111 K and 829 K. The diffuse transmission is
\begin{equation}
\tau_{sh}=\frac{1200^2}{1200^2+6000^2}=0.03846,
\end{equation}
and the plateau is
\begin{align}
G_\infty&=0.75\,(3\times10^{28})(1.381\times10^{-23})(1200)(0.03846)\nonumber\\
&=1.434\times10^7~\mathrm{W\,m^{-2}K^{-1}},
\end{align}
or $14.34~\mathrm{MW\,m^{-2}K^{-1}}$. The elastic ceiling $G_{\max}$ is 14.91 in the same unit. Here the diffuse interface already reaches 96\% of it, so better elastic matching could add little.

Now add an inelastic channel, represented by one phonon triple with frequencies $0.7\omega_s$, $0.9\omega_s$ and $1.6\omega_s$. The last lies above the soft cutoff and below the hard one. Its strength is chosen, not predicted: $5~\mathrm{MW\,m^{-2}K^{-1}}$ at 300 K. Any change of the elastic part by the anharmonicity is neglected. In $\mathrm{MW\,m^{-2}K^{-1}}$, the model gives
\begin{equation}
\begin{array}{rrrr}
T~(\mathrm K)&G_{\rm el}&G_{\rm in}&G_{\rm total}\\
50&11.34&0.41&11.75\\
100&13.49&1.40&14.89\\
300&14.24&5.00&19.24\\
450&14.29&7.59&21.89\\
600&14.31&10.17&24.48
\end{array}
\end{equation}

From 300 to 600 K the total grows by $24.48/19.24=1.27$. The bound~(\ref{eq:bound}) allows any fixed elastic spectrum with this cutoff a factor of at most 1.009; the diffuse model itself grows by 1.005. The model's total growth of 27\% is far outside the elastic range.

From 50 to 100 K the total grows by almost the same factor, $14.89/11.75=1.27$. There the bound is $E(1.11)/E(2.22)=0.903/0.674=1.34$, so this growth alone would be no evidence against elastic transport. The percentage must be judged against the temperature interval.

The inelastic part grows by 2.03 between 300 and 600 K, slightly more than 2. Equation~(\ref{eq:Shigh}) explains the excess: the negative quantum correction is about 2.2\% at 300 K and 0.6\% at 600 K, so its fading adds to the linear growth.

In this model the high-temperature line also separates the two parts. Between 450 and 600 K its slope is $(24.479-21.886)/150=0.0173~\mathrm{MW\,m^{-2}K^{-2}}$. Extrapolation to $T=0$ gives $24.48-600\times0.0173=14.1~\mathrm{MW\,m^{-2}K^{-1}}$, close to the elastic plateau of 14.3. This reading relies on a constant elastic part and a linear inelastic part.

\section{What else could produce the growth?}

Exceeding the bound refutes at least one of its assumptions. It does not by itself identify which one.

First, $W$ may change with temperature through bonding, structure or phonon frequencies. If $W(\omega,T_2)\le c\,W(\omega,T_1)$ at every frequency, with the cutoff unchanged, the derivation of Eq.~(\ref{eq:bound}) gives the same bound multiplied by $c$. To explain the example, $c$ must be at least $1.272/1.009=1.26$. Some part of $W$ would have to rise by at least 26\% between 300 and 600 K, a change that can be looked for separately. In this example better transmission alone cannot supply it: at fixed speeds $W$ is already 96\% of its ceiling at every frequency, so $c\le1.04$, and the rise would have to come from the speeds or the spectra.

Second, the cutoff may have been underestimated. If optical modes extended the lower spectrum to $\Theta=333$ K, three times the value used here, the bound from 300 to 600 K would become $E(0.555)/E(1.11)=0.975/0.903=1.08$. That is much looser than 1.009, but still below 1.27.

Third, if one solid is a metal, its electrons may exchange energy at the interface with phonons of the other solid; if both are metals, electrons may also carry heat across. Such a channel lies outside Eq.~(\ref{eq:elastic}).

Fourth, the bound uses reservoir temperatures. If the temperature drop is instead obtained by extrapolating profiles inside the solids, phonon scattering near the interface enters the result and must be assessed.

In a classical simulation the quantum factor $E$ is replaced by 1, so a fixed harmonic interface has a flat conductance at every temperature. Growth there cannot come from the thermal activation of frozen-out quantum modes. Once changes of structure, of the effective harmonic spectrum and of the phonon scattering inside the solids are excluded as causes, anharmonic energy exchange at the interface is the natural explanation. Three-phonon exchange gives the linear form to lowest order in the coupling; a four-phonon process, which retains one more large occupation number, grows as $T^2$.

\section*{Table of computed values}
\begin{verbatim}
Soft solid: speed 1200 m/s, density 3.00e+28 m^-3
Hard solid: speed 6000 m/s, density 1.00e+29 m^-3
Soft cutoff: 1.4534e+13 rad/s; Debye temperature 111.01 K
Hard cutoff: 1.0855e+14 rad/s; Debye temperature 829.14 K
Soft-to-hard transmission: 0.03846 (dimensionless)
Elastic plateau: 14.338 MW/(m^2 K)
Mode-count elastic maximum: 14.911 MW/(m^2 K)
Mismatch G/G_inf at soft Debye temperature: 0.9517
Lowest elastic G/G_inf at that temperature: 0.9207
Largest elastic growth above it: 1.0862 (ratio)
Phonon triple / soft cutoff: 0.7, 0.9, 1.6
Chosen inelastic G at 300 K: 5.00 MW/(m^2 K)
T (K); elastic, inelastic, total G in MW/(m^2 K)
50 K: 11.343, 0.407, 11.750
100 K: 13.492, 1.403, 14.894
200 K: 14.119, 3.243, 17.363
300 K: 14.240, 5.000, 19.240
450 K: 14.294, 7.592, 21.886
600 K: 14.313, 10.166, 24.479
Elastic growth 300 to 600 K: 1.00514 (ratio)
Elastic upper bound 300 to 600 K: 1.00858 (ratio)
Inelastic growth 300 to 600 K: 2.0332 (ratio)
Total growth 300 to 600 K: 1.2723 (ratio)
Random spectra, closest growth/bound: 0.99996 (ratio)
Harmonic chain G, covariance: 0.059055 (reduced units)
Harmonic chain G, transmission: 0.059055 (reduced units)
Harmonic chain G after doubling T: 0.059055 (reduced units)
Chain transmission above soft cutoff: 4.04e-05 (fraction)
Three-phonon growth, 10 to 20 Theta: 2.00241 (ratio)
Cubic oscillators: frequencies 1.0, 2.0; friction 0.10; coupling 0.05 (reduced units)
Baths 1.5, 0.5: simulated G 0.002770 +/- 0.000041 (reduced units)
  weak-coupling G 0.002888 (reduced units)
Baths 3.0, 1.0: simulated G 0.004950 +/- 0.000057 (reduced units)
  weak-coupling G 0.005378 (reduced units)
Cubic-coupling growth on doubling T: 1.787 (ratio)
\end{verbatim}
